# Why the dispersion series of two hydrogen atoms diverges at every distance: a program that tests the result

```python
"""Dispersion series of two ground-state hydrogen atoms (atomic units).
Claim: E(R) = -sum C_n/R^n diverges for every R, because with n = 2L+2
    B_L < C_n <= (8/3) B_L,  B_L = (2L)! (L-1)(L+1)(L+6) / (12 * 4^L).
The best truncation order is found by comparison with the unexpanded
second-order dispersion energy (no exchange, both atoms excited).
l: angular momentum of an excited state, w: excitation energy,
L = l + l': sum for the two atoms, R: distance of the nuclei in bohr.
"""
import numpy as np
from math import comb, factorial, pi, sqrt, exp
from scipy.special import roots_genlaguerre, gammaln, gammainc, gammaincc
from scipy.linalg import eigh_tridiagonal
from scipy.integrate import quad


def laguerre(count, a, x):
    """Generalized Laguerre polynomials of degree 0 .. count-1."""
    p = np.zeros((max(count, 1),) + x.shape)
    p[0] = 1.0
    if count > 1:
        p[1] = 1 + a - x
    for k in range(1, count - 1):
        p[k+1] = ((2*k + 1 + a - x)*p[k] - (k + a)*p[k-1])/(k + 1)
    return p[:count]


def norms(l, size):
    k = np.arange(size)
    return sqrt(2)*np.exp(0.5*(gammaln(k + 1) - gammaln(k + 2*l + 3)))


def pseudostates(l, size):
    """Diagonalize hydrogen in r^l Laguerre(2r) exp(-r); x = 2r.
    The first basis function is proportional to r^l times the ground state."""
    x, wt = roots_genlaguerre(size + 2, 2*l)
    c = norms(l, size)[:, None]
    lag = laguerre(size, 2*l + 2, x)
    dlag = np.zeros_like(lag)
    dlag[1:] = -laguerre(size - 1, 2*l + 3, x)
    p = c*lag
    g = c*((l + 1)*lag + x*dlag - x*lag/2)
    overlap = (p*wt*x**2) @ p.T/2
    assert np.allclose(overlap, np.eye(size), atol=1e-7)
    h = (g*wt) @ g.T + (p*wt*(l*(l + 1) - x)) @ p.T
    energy, vec = np.linalg.eigh((h + h.T)/2)
    return energy + 0.5, vec


def moment(l):
    """Sum over states of the squared 2^l-pole transition moment."""
    return (l + 1)*factorial(2*l)/4**l


for l in (1, 3, 6):
    direct = quad(lambda r: 4*r**(2*l + 2)*exp(-2*r), 0, 60,
                  epsabs=0, epsrel=1e-10, limit=200)[0]/(2*l + 1)
    assert abs(direct/moment(l) - 1) < 1e-8

# ---- dispersion coefficients from sums over states
LMAX = 44
states = {l: pseudostates(l, 24) for l in range(1, LMAX)}
for l in (2, 5, 10, 20):
    w, vec = states[l]
    mean = np.sum(vec[0]**2*w)
    var = np.sum(vec[0]**2*w**2) - mean**2
    assert abs(mean - l/(l + 1)) < 1e-7
    assert abs(var - l**2/((l + 1)**2*(2*l + 1))) < 1e-4


def coefficient(L):
    total = 0.0
    for l in range(1, L):
        wa, ua = states[l]
        wb, ub = states[L - l]
        pair = ua[0]**2 @ (1/(wa[:, None] + wb[None, :])) @ ub[0]**2
        total += comb(2*L, 2*l)*moment(l)*moment(L - l)*pair
    return total


def bound(L):
    return factorial(2*L)*(L - 1)*(L + 1)*(L + 6)/(12*4**L)


Ls = np.arange(2, LMAX + 1)
orders = 2*Ls + 2
C = np.array([coefficient(int(L)) for L in Ls])
ratio = C/np.array([bound(int(L)) for L in Ls])
assert np.all(ratio > 1) and np.all(ratio <= 8/3)
assert ratio[-1] < 1.15 and np.all(np.diff(ratio[5:]) < 0)

# ---- C8 again, on a finite-difference radial grid
step = 0.03
rg = step*np.arange(1, 1201)
fd = []
for l in (1, 2):
    diag = 1/step**2 + l*(l + 1)/(2*rg**2) - 1/rg
    e, u = eigh_tridiagonal(diag, np.full(len(rg) - 1, -0.5/step**2))
    d = sqrt(step)*(u.T @ (rg**l*2*rg*np.exp(-rg)))
    fd.append((e + 0.5, d**2/(2*l + 1)))
C8_grid = 2*comb(6, 2)*(fd[0][1] @ (
    1/(fd[0][0][:, None] + fd[1][0][None, :])) @ fd[1][1])
assert abs(C8_grid/C[1] - 1) < 2e-3


# ---- unexpanded dispersion energy from two-centre Coulomb integrals
def transition_density(l, size, r):
    """Radial part of ground state times basis function."""
    x = 2*r
    c = norms(l, size)[:, None]
    return 2*c/sqrt(pi)*x**l*np.exp(-x)*laguerre(size, 2*l + 2, x)


def transition_potential(l, size, r):
    """Radial part of the Coulomb potential of that density."""
    x = 2*r
    inner = np.zeros((size, len(x)))
    inner[0] = exp(gammaln(2*l + 3))*gammainc(2*l + 3, x)*x**(-l - 1.0)
    k = np.arange(1, size)[:, None]
    inner[1:] = x**(l + 2)*np.exp(-x)*laguerre(size - 1, 2*l + 3, x)/k
    t, wt = np.polynomial.laguerre.laggauss(size//2 + 2)
    xt = x[:, None] + t[None, :]
    outer = np.exp(-x)*((xt*laguerre(size, 2*l + 2, xt)) @ wt)
    c = norms(l, size)[:, None]
    return 2*sqrt(pi)*c/(2*l + 1)*(inner + x**l*outer)


def angular(lmax, m, c):
    """Normalized associated Legendre functions for l = m .. lmax."""
    top = np.full_like(c, sqrt(0.5))
    s = np.sqrt(np.maximum(0, 1 - c**2))
    for j in range(1, m + 1):
        top = sqrt((2*j + 1)/(2*j))*s*top
    out = {m: top}
    for l in range(m + 1, lmax + 1):
        val = c*out[l-1]
        if l > m + 1:
            val = val - sqrt(((l-1)**2 - m*m)/(4*(l-1)**2 - 1))*out[l-2]
        out[l] = sqrt((4*l*l - 1)/(l*l - m*m))*val
    return out


# A basis of degree D holds all r^(l+k) exp(-r) with l + k <= D.
DEGREES = (14, 20, 28)
excited = {}
for D in DEGREES:
    for l in range(D + 1):
        w, vec = pseudostates(l, D + 1 - l)
        if l == 0:                      # leave out the ground state
            assert abs(w[0]) < 1e-9
            w, vec = w[1:], vec[:, 1:]
        excited[D, l] = (w, vec)


def unexpanded(R, degrees):
    """Magnitude of the dispersion energy for each basis degree.
    Quadrature in prolate spheroidal coordinates; tests A-B symmetry."""
    top = max(degrees)
    z, wz = np.polynomial.legendre.leggauss(80)
    y, wy = np.polynomial.legendre.leggauss(72)
    span = 80.0/R
    xi, eta = [q.ravel() for q in np.meshgrid(
        1 + span*(z + 1)/2, y, indexing="ij")]
    weight = np.outer(wz*span/2, wy).ravel()*(R/2)**3*(xi**2 - eta**2)
    rA, rB = R*(xi + eta)/2, R*(xi - eta)/2
    cA = np.clip((xi*eta + 1)/(xi + eta), -1, 1)
    cB = np.clip((xi*eta - 1)/(xi - eta), -1, 1)
    pot = [transition_potential(l, top + 1 - l, rA) for l in range(top + 1)]
    den = [transition_density(l, top + 1 - l, rB)*weight
           for l in range(top + 1)]
    total = np.zeros(len(degrees))
    for m in range(top + 1):
        angA, angB = angular(top, m, cA), angular(top, m, cB)
        P = np.concatenate([pot[l]*angA[l] for l in range(m, top + 1)])
        Q = np.concatenate([den[l]*angB[l] for l in range(m, top + 1)])
        M = P @ Q.T
        assert np.max(np.abs(np.abs(M) - np.abs(M.T))) < 1e-6
        for i, D in enumerate(degrees):
            if m > D:
                continue
            w = np.concatenate([excited[D, l][0] for l in range(m, D + 1)])
            T = np.zeros((len(M), len(w)))
            row = col = 0
            for l in range(m, D + 1):
                vec = excited[D, l][1]
                T[row:row + vec.shape[0], col:col + vec.shape[1]] = vec
                row += top + 1 - l
                col += vec.shape[1]
            V = T.T @ M @ T
            total[i] += (1 if m == 0 else 2)*np.sum(V**2/(w[:, None] + w))
    return total


# ---- far apart, the series cut at its smallest term gives the same energy
terms16 = C/16.0**orders
cut16 = int(np.argmin(terms16))
series16 = np.sum(terms16[:cut16 + 1])
exact16 = unexpanded(16.0, (20,))[0]
assert abs(exact16/series16 - 1) < 1e-5


# ---- share of the closure integral from r1 + r2 > R
def share(L, R):
    return gammaincc(2*L + 6, 2*R)


def share_direct(l, lp, R):
    def f(r):
        if r <= 0:
            return 0.0
        p = 2*exp((2*l + 2)*np.log(2*r) - 2*r - gammaln(2*l + 3))
        return p*gammaincc(2*lp + 3, 2*(R - r))
    return quad(f, 0, R)[0] + gammaincc(2*l + 3, 2*R)


for l, lp, R in ((1, 1, 6.0), (2, 4, 8.0), (5, 3, 10.0)):
    assert abs(share(l + lp, R) - share_direct(l, lp, R)) < 1e-7

# ---- position and size of the smallest term
for R in range(6, 31):
    n_small = orders[np.argmin(C/float(R)**orders)]
    assert abs(n_small - (2*R - 2)) <= 2
size_ratio = {}
for R in (10, 20, 40):
    law = sqrt(4*pi)/12*R**1.5*exp(-2*R)
    size_ratio[R] = np.min(C/float(R)**orders)/law
assert size_ratio[10] > size_ratio[20] > size_ratio[40] > 1
assert size_ratio[40] < 1.3

print("Coefficients C_n (a.u.) and ratio to lower bound B_L")
for i in list(range(9)) + [18, 28, 42]:
    print(f"n={orders[i]:2d}  C_n={C[i]:.6e}  C_n/B_L={ratio[i]:.4f}")
print(f"C8 on finite-difference grid: {C8_grid:.3f} a.u.")
print(f"R=16 bohr: unexpanded/series - 1 = {exact16/series16 - 1:.1e}")
print("Smallest term / asymptotic law at R=10,20,40 bohr: "
      + " ".join(f"{size_ratio[R]:.3f}" for R in (10, 20, 40)))
print("Tables: n, C_n/R^n (hartree), partial sum (hartree),")
print("  error of sum (%), share from r1+r2>R (%)")
for R in (6, 8, 10):
    levels = unexpanded(float(R), DEGREES)
    print(f"R={R} bohr: |E| in bases of degree 14, 20, 28 (hartree): "
          + " ".join(f"{v:.5e}" for v in levels))
    first, last = np.diff(levels)
    assert 0 < last < first             # variational, shrinking steps
    assert last/levels[-1] < 1e-2       # algebraic tail of the cusp
    correction = last**2/(first - last)     # rest of a geometric series
    exact = levels[-1] + correction
    terms = C/float(R)**orders
    sums = np.cumsum(terms)
    errors = sums - exact
    best = int(np.argmin(np.abs(errors)))
    small = int(np.argmin(terms))
    for factor in (0.5, 1.5):           # best order is resolved
        trial = levels[-1] + factor*correction
        assert int(np.argmin(np.abs(sums - trial))) == best
    assert abs(orders[best] - orders[small]) <= 4
    assert abs(errors[best]) < terms[small]
    assert errors[0] < 0 < errors[-1]
    print(f"  extrapolated |E|={exact:.5e} hartree,"
          f" correction {correction:.1e}")
    for i in range(R):
        print(f"{orders[i]:3d} {terms[i]:.3e} {sums[i]:.5e}"
              f" {100*errors[i]/exact:+8.3f}"
              f" {100*share(int(Ls[i]), R):6.2f}")
    print(f"  smallest term n={orders[small]}; best sum n={orders[best]},"
          f" error {errors[best]:+.2e} hartree")
i60 = int(np.where(orders == 60)[0][0])
print(f"R=10 bohr, sum through n=60: {sums[i60]:.3e} hartree,"
      f" {sums[i60]/exact:.2e} times |E|")
print("tests ok")
```

Running it gives:

```
Coefficients C_n (a.u.) and ratio to lower bound B_L
n= 6  C_n=6.499027e+00  C_n/B_L=2.1663
n= 8  C_n=1.243991e+02  C_n/B_L=1.8429
n=10  C_n=3.285828e+03  C_n/B_L=1.6690
n=12  C_n=1.214860e+05  C_n/B_L=1.5583
n=14  C_n=6.060773e+06  C_n/B_L=1.4808
n=16  C_n=3.937506e+08  C_n/B_L=1.4231
n=18  C_n=3.234219e+10  C_n/B_L=1.3783
n=20  C_n=3.278573e+12  C_n/B_L=1.3424
n=22  C_n=4.021083e+14  C_n/B_L=1.3129
n=42  C_n=7.503622e+38  C_n/B_L=1.1697
n=62  C_n=2.173841e+67  C_n/B_L=1.1168
n=90  C_n=5.225314e+111  C_n/B_L=1.0814
C8 on finite-difference grid: 124.402 a.u.
R=16 bohr: unexpanded/series - 1 = -3.5e-06
Smallest term / asymptotic law at R=10,20,40 bohr: 1.680 1.345 1.172
Tables: n, C_n/R^n (hartree), partial sum (hartree),
  error of sum (%), share from r1+r2>R (%)
R=6 bohr: |E| in bases of degree 14, 20, 28 (hartree): 2.31304e-04 2.32688e-04 2.33427e-04
  extrapolated |E|=2.34276e-04 hartree, correction 8.5e-07
  6 1.393e-04 1.39297e-04  -40.542  24.24
  8 7.406e-05 2.13361e-04   -8.927  46.16
 10 5.434e-05 2.67702e-04  +14.268  68.15
 12 5.581e-05 3.23512e-04  +38.090  84.44
 14 7.734e-05 4.00853e-04  +71.103  93.70
 16 1.396e-04 5.40426e-04 +130.680  97.87
  smallest term n=10; best sum n=8, error -2.09e-05 hartree
R=8 bohr: |E| in bases of degree 14, 20, 28 (hartree): 3.64152e-05 3.64844e-05 3.65203e-05
  extrapolated |E|=3.65590e-05 hartree, correction 3.9e-08
  6 2.479e-05 2.47918e-05  -32.187   4.33
  8 7.415e-06 3.22066e-05  -11.905  12.70
 10 3.060e-06 3.52667e-05   -3.535  27.45
 12 1.768e-06 3.70346e-05   +1.301  46.67
 14 1.378e-06 3.84127e-05   +5.070  65.93
 16 1.399e-06 3.98115e-05   +8.897  81.22
 18 1.795e-06 4.16069e-05  +13.807  91.08
 20 2.844e-06 4.44506e-05  +21.586  96.33
  smallest term n=14; best sum n=12, error +4.76e-07 hartree
R=10 bohr: |E| in bases of degree 14, 20, 28 (hartree): 8.25355e-06 8.25647e-06 8.25792e-06
  extrapolated |E|=8.25938e-06 hartree, correction 1.5e-09
  6 6.499e-06 6.49903e-06  -21.313   0.50
  8 1.244e-06 7.74302e-06   -6.252   2.14
 10 3.286e-07 8.07160e-06   -2.274   6.61
 12 1.215e-07 8.19309e-06   -0.803  15.65
 14 6.061e-08 8.25369e-06   -0.069  29.70
 16 3.938e-08 8.29307e-06   +0.408  47.03
 18 3.234e-08 8.32541e-06   +0.799  64.37
 20 3.279e-08 8.35820e-06   +1.196  78.75
 22 4.021e-08 8.39841e-06   +1.683  88.78
 24 5.869e-08 8.45710e-06   +2.394  94.75
  smallest term n=18; best sum n=14, error -5.69e-09 hartree
R=10 bohr, sum through n=60: 2.518e+04 hartree, 3.05e+09 times |E|
tests ok
```
